# The Sign of the Dipole Correlation of Free Linear Rotors: verification in Python

```python
"""
Result under test: free classical linear rotors in three dimensions have
    C(tau) = <u(0).u(t)> = 1 - sqrt(2) tau D(tau/sqrt(2)),
with one zero, a negative tail -1/tau^2 and zero time integral.
u: unit vector along the dipole; tau = t/t0; t0 = sqrt(I/(k T));
I: moment of inertia; D: Dawson function; x = omega t0: reduced frequency.
Also tested: planar rotor, collisions, dielectric loss, quantum rotor.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson
from scipy.optimize import brentq, minimize_scalar
from scipy.special import dawsn, lpmv

rng = np.random.default_rng(12345)
nodes, weights = np.polynomial.legendre.leggauss(800)
x = 6.0 * (nodes + 1.0)
wx = 6.0 * weights
density_3d = x * np.exp(-x**2 / 2)
density_planar = np.sqrt(2 / np.pi) * np.exp(-x**2 / 2)


def correlation_from_density(tau, density):
    tau = np.atleast_1d(tau)
    return np.cos(np.outer(tau, x)) @ (wx * density)


def correlation_formula(tau):
    return 1 - np.sqrt(2) * tau * dawsn(tau / np.sqrt(2))


def c_quad(tau):
    return correlation_from_density(tau, density_3d)[0]


# Frequency integral against the Dawson form, on early and late times
grid = np.linspace(0, 60, 1201)
c_grid = correlation_from_density(grid, density_3d)
assert np.max(np.abs(c_grid - correlation_formula(grid))) < 1e-10
assert abs((1 - c_quad(0.05)) / 0.05**2 - 1) < 2e-3

# Zero, minimum, and absence of any later sign change
tau_zero = brentq(c_quad, 0.5, 2.0)
dawson_peak = minimize_scalar(lambda z: -dawsn(z), bounds=(0.5, 1.5),
                              method="bounded", options={"xatol": 1e-9})
assert abs(tau_zero - np.sqrt(2) * dawson_peak.x) < 1e-5
minimum = minimize_scalar(c_quad, bounds=(1.5, 3.0), method="bounded",
                          options={"xatol": 1e-9})
tau_min, c_min = minimum.x, minimum.fun
assert np.all(c_grid[grid < tau_zero] > 0)
assert np.all(c_grid[grid > tau_zero] < 0)
for tau in (0.7, tau_zero, 3.0):
    slope = (c_quad(tau + 1e-4) - c_quad(tau - 1e-4)) / 2e-4
    expected = -np.sqrt(2) * dawsn(tau / np.sqrt(2)) - tau * c_quad(tau)
    assert abs(slope - expected) < 1e-6

# Tail and areas from the frequency integral
scaled_tail = 20**2 * c_quad(20.0)
assert abs(scaled_tail + 1 + 3 / 20**2 + 15 / 20**4) < 1e-5
area_grid = np.linspace(0, 40, 8001)
area_40 = simpson(correlation_from_density(area_grid, density_3d), x=area_grid)
assert abs(area_40 - np.sqrt(2) * dawsn(40 / np.sqrt(2))) < 1e-7
positive_grid = np.linspace(0, tau_zero, 401)
positive_area = simpson(correlation_from_density(positive_grid, density_3d),
                        x=positive_grid)
assert abs(positive_area - np.sqrt(2) * dawsn(tau_zero / np.sqrt(2))) < 1e-7

# Planar rotor: free, yet positive
planar_grid = np.linspace(0, 12, 1201)
planar = correlation_from_density(planar_grid, density_planar)
assert np.max(np.abs(planar - np.exp(-planar_grid**2 / 2))) < 1e-10
planar_area = simpson(planar, x=planar_grid)
assert abs(planar_area - np.pi / 2 * np.sqrt(2 / np.pi)) < 1e-7


# Random ensemble moved by the constrained equation of motion
def random_directions(number):
    u = rng.normal(size=(number, 3))
    return u / np.linalg.norm(u, axis=1)[:, None]


def thermal_velocity(u):
    v = rng.normal(size=u.shape)
    return v - np.sum(v * u, axis=1)[:, None] * u


def acceleration(u, v):
    return -np.sum(v * v, axis=1)[:, None] * u


def mean_and_error(u_start, u_end):
    product = np.sum(u_start * u_end, axis=1)
    return product.mean(), product.std() / np.sqrt(len(product))


def free_ensemble(time, number=40000):
    u_start = random_directions(number)
    u, v = u_start.copy(), thermal_velocity(u_start)
    steps = int(np.ceil(time / 0.02))
    h = time / steps
    for _ in range(steps):
        a1 = acceleration(u, v)
        v2 = v + h / 2 * a1
        a2 = acceleration(u + h / 2 * v, v2)
        v3 = v + h / 2 * a2
        a3 = acceleration(u + h / 2 * v2, v3)
        v4 = v + h * a3
        a4 = acceleration(u + h * v3, v4)
        u = u + h / 6 * (v + 2 * v2 + 2 * v3 + v4)
        v = v + h / 6 * (a1 + 2 * a2 + 2 * a3 + a4)
    return mean_and_error(u_start, u)


ensemble_min, error_min = free_ensemble(tau_min)
ensemble_5, error_5 = free_ensemble(5.0)
assert abs(ensemble_min - correlation_formula(tau_min)) < 5 * error_min
assert abs(ensemble_5 - correlation_formula(5.0)) < 5 * error_5


# Collisions at random times redraw the angular velocity
def colliding_ensemble(rate, time, number=100000):
    u_start = random_directions(number)
    u = u_start.copy()
    left = np.full(number, float(time))
    while np.any(left > 0):
        v = thermal_velocity(u)
        speed = np.linalg.norm(v, axis=1)
        dt = np.minimum(rng.exponential(1 / rate, number), left)
        u = (u * np.cos(speed * dt)[:, None]
             + v * (np.sin(speed * dt) / speed)[:, None])
        left = left - dt
    return mean_and_error(u_start, u)


strong_rate = 10.0
strong_5, _ = colliding_ensemble(strong_rate, 5.0)
strong_10, _ = colliding_ensemble(strong_rate, 10.0)


def free_laplace(p):
    return np.sum(wx * density_3d * p / (p**2 + x**2))


pole = brentq(lambda p: strong_rate * free_laplace(p) - 1,
              0.8 * strong_rate, strong_rate)
decay_rate = strong_rate - pole
simulated_rate = np.log(strong_5 / strong_10) / 5
assert abs(decay_rate - 2 / strong_rate) < 0.01 * decay_rate
assert abs(simulated_rate - decay_rate) < 0.02  # sampling noise about 0.003
assert abs(strong_5 - np.exp(-2 * 5 / strong_rate)) < 0.03
weak_rate = 0.05
weak_min, weak_error = colliding_ensemble(weak_rate, tau_min)
weak_bound = 2 * (1 - np.exp(-weak_rate * tau_min))
assert abs(weak_min - c_min) < weak_bound + 5 * weak_error
assert weak_min < 0

# Dielectric loss from the time correlation. The slow tail is faded out
# smoothly, since a sharp cut would leave a ripple in the spectrum.
loss_time = np.linspace(0, 400, 80001)
fade = np.cos(np.pi / 2 * np.clip(loss_time / 200 - 1, 0, 1))**2
loss_c = correlation_formula(loss_time) * fade


def loss_from_time(freq):
    return freq * simpson(loss_c * np.cos(freq * loss_time), x=loss_time)


for freq in (0.5, 1.0, np.sqrt(2), 2.5):
    assert abs(loss_from_time(freq)
               - np.pi / 2 * freq**2 * np.exp(-freq**2 / 2)) < 1e-4
loss_peak = minimize_scalar(lambda f: -loss_from_time(f), bounds=(0.8, 2.2),
                            method="bounded")
assert abs(loss_peak.x - np.sqrt(2)) < 1e-3

# Quantum line strengths by angular quadrature
mu, wmu = np.polynomial.legendre.leggauss(40)
for j in range(6):
    strength = 0.0
    for m in range(-j, j + 1):
        low, high = lpmv(abs(m), j, mu), lpmv(abs(m), j + 1, mu)
        element2 = np.sum(wmu * low * mu * high)**2
        strength += 3 * element2 / (np.sum(wmu * low**2)
                                    * np.sum(wmu * high**2))
    assert abs(strength - (j + 1)) < 1e-9

# Example: rough round parameters in the regime of carbon monoxide gas
B_cm, vibration_cm, temperature = 2.0, 2000.0, 300.0
mass_u, dipole_D, pressure_torr, cross_nm2 = 28.0, 0.1, 10.0, 0.5
thermal_J = const.k * temperature
thermal_cm = thermal_J / (const.h * const.c * 100)
b = B_cm / thermal_cm
inertia = const.hbar**2 / (2 * B_cm * const.h * const.c * 100)
t0_ps = np.sqrt(inertia / thermal_J) * 1e12
c_cm_ps = const.c * 100 * 1e-12
period_ps = 1 / (2 * B_cm * c_cm_ps)
period = period_ps / t0_ps
stretch_cm = 4 * B_cm**3 / vibration_cm**2

# Centrifugal constant from minimizing the energy of a harmonic bond
L2 = 15 * 16
bond = minimize_scalar(
    lambda y: vibration_cm**2 / (4 * B_cm) * y**2 + B_cm * L2 / (1 + y)**2,
    bounds=(-0.01, 0.01), method="bounded", options={"xatol": 1e-10})
assert abs((B_cm * L2 - bond.fun) / (stretch_cm * L2**2) - 1) < 0.01


def quantum_correlation(tau, stretch=0.0):
    j = np.arange(82)
    energy = B_cm * j * (j + 1) - stretch * (j * (j + 1))**2
    population = np.exp(-energy / thermal_cm)
    norm = np.sum((2 * j + 1) * population)
    amplitude = (j[:-1] + 1) * (population[:-1] + population[1:]) / norm
    phase = 2 * np.pi * c_cm_ps * t0_ps * np.diff(energy)
    return np.cos(np.outer(np.atleast_1d(tau), phase)) @ amplitude


early = np.linspace(0, 5, 501)
quantum_shift = np.max(np.abs(quantum_correlation(early)
                              - correlation_formula(early)))
assert quantum_shift < 2 * b
between = np.linspace(1.35, period - 1.35, 2001)
assert np.all(quantum_correlation(between) < 0)
whole = np.arange(400) * period / 400
assert abs(np.mean(quantum_correlation(whole))) < 1e-10
quantum_min = quantum_correlation(tau_min)[0]
quantum_mid = quantum_correlation(period / 2)[0]
assert abs(quantum_mid / (-b / 2) - 1) < 0.03
quarter = quantum_correlation(period / 4)[0]
quarter_formula = -(np.pi / period)**2 / np.sin(np.pi / 4)**2
assert abs(quarter / quarter_formula - 1) < 0.06
stretched_min = quantum_correlation(tau_min, stretch_cm)[0]
stretched_mid = quantum_correlation(period / 2, stretch_cm)[0]
stretched_revival = quantum_correlation(period, stretch_cm)[0]
assert abs(stretched_min - quantum_min) < 0.005 and stretched_mid < 0

# Collisions and dipolar coupling in the example gas
number_density = pressure_torr * const.torr / thermal_J
speed_unit = np.sqrt(thermal_J / (mass_u * const.atomic_mass))
relative_speed = np.sqrt(16 / np.pi) * speed_unit
sampled = np.linalg.norm(rng.normal(size=(200000, 3))
                         - rng.normal(size=(200000, 3)), axis=1).mean()
assert abs(sampled * speed_unit / relative_speed - 1) < 0.01
collision_rate = number_density * cross_nm2 * 1e-18 * relative_speed
bound_min = 2 * (1 - np.exp(-collision_rate * tau_min * t0_ps * 1e-12))
bound_mid = 2 * (1 - np.exp(-collision_rate * period_ps / 2 * 1e-12))
assert bound_min < abs(c_min) and bound_mid < abs(quantum_mid)
dipole_SI = dipole_D * 1e-21 / const.c
dipolar_strength = (number_density * dipole_SI**2
                    / (9 * const.epsilon_0 * thermal_J))
excited_fraction = np.exp(-vibration_cm / thermal_cm)


def show(label, value, unit="", digits=5):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Zero crossing tau", tau_zero)
show("Minimum tau", tau_min)
show("Minimum C", c_min)
show("C at tau=5", c_quad(5.0))
show("C at tau=10", c_quad(10.0))
show("tau^2 C at tau=20", scaled_tail)
show("Area before crossing", positive_area)
show("Area up to tau=40", area_40)
show("Planar rotor area", planar_area)
show("Simulated C at minimum", ensemble_min, digits=3)
show("Its standard error", error_min, digits=2)
show("Simulated C at tau=5", ensemble_5, digits=3)
show("Its standard error", error_5, digits=2)
show("Strong collision rate gamma", strong_rate, "1/t0")
show("Decay rate from pole", decay_rate, "1/t0", 4)
show("Debye-limit decay rate", 2 / strong_rate, "1/t0", 4)
show("Simulated decay rate", simulated_rate, "1/t0", 2)
show("Strong collisions, C at tau=5", strong_5, digits=3)
show("Weak collision rate gamma", weak_rate, "1/t0")
show("Weak collisions, C at minimum time", weak_min, digits=3)
show("Loss peak x", loss_peak.x, digits=4)
show("Loss peak height", -loss_peak.fun, digits=4)
show("Input B", B_cm, "cm^-1")
show("Input vibration", vibration_cm, "cm^-1")
show("Input temperature", temperature, "K")
show("Input mass", mass_u, "u")
show("Input dipole", dipole_D, "D")
show("Input pressure", pressure_torr, "Torr")
show("Input cross-section", cross_nm2, "nm^2")
show("Thermal energy", thermal_cm, "cm^-1", 4)
show("b = B/kT", b, digits=4)
show("Moment of inertia", inertia, "kg m^2", 4)
show("Time unit t0", t0_ps, "ps", 4)
show("Zero crossing time", tau_zero * t0_ps, "ps", 4)
show("Minimum time", tau_min * t0_ps, "ps", 4)
show("Loss peak frequency", loss_peak.x / (2 * np.pi * t0_ps), "THz", 4)
show("Revival period", period_ps, "ps", 4)
show("Revival period / t0", period, digits=4)
show("Quantum C at classical minimum", quantum_min, digits=4)
show("Largest quantum shift, tau<5", quantum_shift, digits=2)
show("Quantum C at mid-period", quantum_mid, digits=4)
show("Estimate -b/2", -b / 2, digits=4)
show("Centrifugal constant", stretch_cm, "cm^-1", 3)
show("Stretching shift at minimum", stretched_min - quantum_min, digits=2)
show("Stretched C at mid-period", stretched_mid, digits=4)
show("Stretched C at revival period", stretched_revival, digits=4)
show("Mean relative speed", relative_speed, "m/s", 4)
show("Collision rate", collision_rate, "1/s", 3)
show("Mean time between collisions", 1e12 / collision_rate, "ps", 3)
show("Collision bound at minimum", bound_min, digits=2)
show("Collision bound at mid-period", bound_mid, digits=2)
show("Vibrational Boltzmann factor", excited_fraction, digits=2)
show("Dipolar coupling n mu^2/(9 eps0 kT)", dipolar_strength, digits=2)
print("success")
```

Printed output:

```
Zero crossing tau: 1.3069
Minimum tau: 2.1241
Minimum C: -0.28475
C at tau=5: -0.046229
C at tau=10: -0.010316
tau^2 C at tau=20: -1.0076
Area before crossing: 0.76515
Area up to tau=40: 0.025016
Planar rotor area: 1.2533
Simulated C at minimum: -0.281
Its standard error: 0.0031
Simulated C at tau=5: -0.0425
Its standard error: 0.0035
Strong collision rate gamma: 10 1/t0
Decay rate from pole: 0.2001 1/t0
Debye-limit decay rate: 0.2 1/t0
Simulated decay rate: 0.2 1/t0
Strong collisions, C at tau=5: 0.373
Weak collision rate gamma: 0.05 1/t0
Weak collisions, C at minimum time: -0.267
Loss peak x: 1.414
Loss peak height: 1.156
Input B: 2 cm^-1
Input vibration: 2000 cm^-1
Input temperature: 300 K
Input mass: 28 u
Input dipole: 0.1 D
Input pressure: 10 Torr
Input cross-section: 0.5 nm^2
Thermal energy: 208.5 cm^-1
b = B/kT: 0.009592
Moment of inertia: 1.4e-46 kg m^2
Time unit t0: 0.1838 ps
Zero crossing time: 0.2402 ps
Minimum time: 0.3905 ps
Loss peak frequency: 1.224 THz
Revival period: 8.339 ps
Revival period / t0: 45.36
Quantum C at classical minimum: -0.2868
Largest quantum shift, tau<5: 0.004
Quantum C at mid-period: -0.004804
Estimate -b/2: -0.004796
Centrifugal constant: 8e-06 cm^-1
Stretching shift at minimum: -0.00081
Stretched C at mid-period: -0.0048
Stretched C at revival period: 0.9915
Mean relative speed: 673.6 m/s
Collision rate: 1.08e+08 1/s
Mean time between collisions: 9.22e+03 ps
Collision bound at minimum: 8.5e-05
Collision bound at mid-period: 0.0009
Vibrational Boltzmann factor: 6.8e-05
Dipolar coupling n mu^2/(9 eps0 kT): 1.1e-07
success
```
